# How Compliance Current Sets the Tunnelling Gap of a Metallization Cell

Q: A metal filament grows towards an electrode, and a series resistor is said to stop it before contact. Which equations would decide whether that is true?

A: Three: one for the conductance of the gap, one for the circuit and one for the motion of the tip. Take a planar gap of width $x$. An electron whose energy lies $\varphi$ below the top of a rectangular barrier obeys $\psi''=\kappa^2\psi$ inside it, with $\kappa=\sqrt{2m\varphi}/\hbar$. For $\kappa x\gg1$ the transmitted amplitude falls as $e^{-\kappa x}$ and the probability as its square. At low bias the gap is therefore ohmic, with

$$G(x)=G_0e^{-x/\lambda},\qquad \lambda=\frac{1}{2\kappa}=\frac{\hbar}{2\sqrt{2m\varphi}} .$$

I take $G_0=2e^2/h=77.5\ \mu\mathrm S$, the conductance of one open channel. This is a model choice, since a real prefactor depends on the electrodes. For $\varphi=2$ eV and the free-electron mass, $\lambda=0.0690$ nm; a smaller effective mass in the gap material would lengthen it as $m^{-1/2}$. Direct integration of the Schrödinger equation through the barrier confirms this decay length.

The circuit is a source $V$, a resistor $R$ and the gap in series. From $V=IR+V_g$ and $I=GV_g$,

$$V_g=\frac{V}{1+g},\qquad g=RG,\qquad I=\frac VR\,\frac{g}{1+g}.$$

The current cannot exceed $I_c=V/R$, which I call the compliance current.

Q: And the motion? A growth law with a threshold would put the answer in by hand.

A: There is no threshold. An ion of charge $ze$ hops a distance $a$ over a barrier $W$, with attempt frequency $\nu$. A field $E$ lowers the barrier by $zeaE/2$ for forward hops and raises it by the same amount for backward hops. The net drift speed is

$$a\nu e^{-W/kT}\left(e^{zeaE/2kT}-e^{-zeaE/2kT}\right)=2a\nu e^{-W/kT}\sinh\frac{zeaE}{2kT}.$$

Assume that the tip advances in proportion to this drift, and absorb the proportionality factor in $v_0$. Then

$$\frac{dx}{dt}=-v_0\sinh\frac{E}{E_0},\qquad E=\frac{V_g}{x},\qquad E_0=\frac{2kT}{zea}.$$

The minus sign says that a positive field closes the gap. Temperature is held constant, and nucleation barriers, counter-voltages, capacitance and lateral growth are left out.

For numbers I take round parameters: $z=1$, $a=0.3$ nm, $T=300$ K, $v_0=10$ nm/s, $V=1$ V, an initial gap $x_i=1.8$ nm, a pulse of 10 ms and $I_c=1$ nA. Then $R=10^9\ \Omega$ and $E_0=1.72\times10^8$ V/m.

Q: A narrower gap has a larger field at the same voltage. Why should the resistor win?

A: At first it does not. Let $s=x/\lambda$ and $y=E/E_0$. Since $E=V/[\lambda s(1+g)]$ and $dg/ds=-g$,

$$\frac{d\ln E}{ds}=-\frac1s+\frac{g}{1+g}\equiv M(s).$$

While $M<0$, closing the gap raises the field and growth accelerates. When $M>0$, closing it lowers the field; this is braking. The changeover $M=0$ means $gs=1+g$, or $g(s-1)=1$. With $u=s-1$ and $g=RG_0e^{-1-u}$ this becomes

$$ue^{-u}=\frac{e}{RG_0}.$$

The left side has its maximum, $1/e$, at $u=1$. Two different roots therefore exist if and only if $RG_0>e^2$. The Lambert function $W$ is defined by $We^W=q$. For $-1/e<q<0$ it has two real branches, $-1<W_0<0$ and $W_{-1}<-1$. Since $-u$ satisfies this equation with $q=-e/(RG_0)$,

$$s_p=1-W_{-1}\!\left(-\frac{e}{RG_0}\right),\qquad s_m=1-W_0\!\left(-\frac{e}{RG_0}\right).$$

Between the roots $g(s-1)>1$, so $M>0$. A closing tip meets the field maximum at $s_p$ first and the field minimum at $s_m$ later.

Here $RG_0=7.75\times10^4$. The field rises from $y_i=3.22$ to $y_p=5.65$ at $x=0.953$ nm, and then falls. The later minimum is at $s_m\approx1$, or 0.069 nm, where a continuous gap has no atomic meaning. Because $RG_0=VG_0/I_c$, braking at 1 V requires $I_c<77.5\ \mu\mathrm A/7.389\approx10.5\ \mu\mathrm A$. Above that current the resistor reduces the field but never reverses its rise.

Q: So below that limit the tip stops somewhere in the braking range?

A: No. The speed vanishes only at $E=0$, whereas $V_g=V/(1+g)$ is positive at every finite $g$. The series resistor slows the tip without creating a stationary gap. "Final gap" has to mean the gap when the pulse ends. With the source off, this model has zero field and the gap stays where it is.

Q: Then the answer depends on the pulse length. How much of the pulse is used before braking begins?

A: Most of the time before the field maximum is spent in the wider gaps, where the field is lowest and the divider matters little. For this time, then, $y\approx V/(xE_0)$ is a good approximation. Set $w=V/(xE_0)$. Then $x=x_iy_i/w$ and $dx=-x_iy_i\,dw/w^2$. For $w$ well above one, $1/\sinh w\approx2e^{-w}$. Extending the upper limit to infinity, where the integrand is small, gives

$$t_p\approx\frac{2x_iy_i}{v_0}\int_{y_i}^{\infty}\frac{e^{-w}}{w^2}\,dw=\frac{2x_i}{v_0}E_2(y_i),\qquad E_2(y)=\int_1^\infty\frac{e^{-yr}}{r^2}\,dr .$$

The last step uses $w=y_ir$, which turns the integral into $E_2(y_i)/y_i$. The formula gives 2.92 ms, against 2.89 ms from quadrature with the full divider. Without any resistor the gap would close completely in 2.92 ms, well within the pulse. It is the resistor that leaves a gap at 10 ms.

Q: What field remains after the other 7.11 ms?

A: Measure the braking time by $\tau=v_0(t-t_p)/\lambda$. The equation of motion gives $d\tau=-ds/\sinh y$, and the definition of $M$ gives $ds=dy/(My)$. Hence

$$\tau=\int_{s_f}^{s_p}\frac{ds}{\sinh y}=\int_{y_f}^{y_p}\frac{dy}{M\,y\sinh y}.$$

The subscript $f$ marks the end of the pulse. At $y_p$ the factor $M$ vanishes, but only as $\sqrt{y_p-y}$ because the field has a smooth maximum there, so the integral converges.

Now define

$$F(y)=\int_y^\infty\frac{du}{u\sinh u}=2\sum_{k=0}^{\infty}E_1\big((2k+1)y\big),\qquad E_1(y)=\int_y^\infty\frac{e^{-u}}{u}\,du .$$

The sum follows from $1/\sinh u=2e^{-u}/(1-e^{-2u})=2\sum_k e^{-(2k+1)u}$, integrated term by term. Since $g/(1+g)<1$ and $1/s>0$, we have $M<1$. Replacing $M$ by 1 makes the integrand smaller, so

$$\tau>F(y_f)-F(y_p).$$

$F$ decreases with $y$. Therefore $y_f>y_{\rm low}$, where $F(y_{\rm low})=\tau+F(y_p)$. This is a guaranteed minimum for the remaining field, as long as the tip is still in the braking range.

Q: What does $F$ say about the decay of the field?

A: It has two regimes. For large $y$ the first term of the sum dominates and $F\approx2E_1(y)\approx2e^{-y}/y$, so the field falls only logarithmically with time. For small $y$, separate the singular part $1/u^2$ of the integrand:

$$F(y)=\frac1y+\int_y^\infty\left(\frac1{\sinh u}-\frac1u\right)\frac{du}{u}.$$

Extended down to zero, the integral follows from the partial fractions $1/\sinh u-1/u=2u\sum_{n\ge1}(-1)^n/(u^2+n^2\pi^2)$. Each term integrates to $2(-1)^n\cdot\frac{1}{n\pi}\cdot\frac{\pi}{2}=(-1)^n/n$, and the sum is $-\ln2$. Near zero the integrand is $-1/6$, so removing the piece from 0 to $y$ adds $y/6$:

$$F(y)\approx\frac1y-\ln2+\frac y6 .$$

At low field, then, $y$ falls roughly as $1/\tau$.

Q: You have a field, but I asked for a gap. Where does the compliance current enter?

A: Through the current at the end of the pulse. With $V_g=E_f\lambda s_f$,

$$I_f=GV_g=G_0\lambda E_f\,s_fe^{-s_f}\quad\Longrightarrow\quad -s_fe^{-s_f}=-\frac{I_f}{G_0\lambda E_f}.$$

This is the Lambert equation for $-s_f$. In the braking range $s_f>1$, which selects the branch $W_{-1}$:

$$x_f=-\lambda W_{-1}\!\left(-\frac{I_f}{G_0\lambda E_f}\right),\qquad I_f=\frac{V-V_g}{R}=I_c\left(1-\frac{E_fx_f}{V}\right).$$

An equivalent form is $s_f-\ln s_f=\ln(G_0\lambda E_f/I_f)$. A larger current gives a smaller gap, but only logarithmically.

Integrating the motion gives $E_f=1.319\times10^8$ V/m and $I_f=0.920$ nA. Then $G_0\lambda E_f=7.05\times10^{-7}$ A, the logarithm is 6.64, and $s_f=8.82$ solves the equation because $8.82-2.18=6.64$. The gap is $8.82\times0.0690=0.609$ nm. It carries 80 mV and has a resistance of $8.7\times10^7\ \Omega$.

Q: That example takes $E_f$ from the integration. Can you guarantee a gap without it?

A: Yes. The function $s-\ln s$ increases for $s>1$, its derivative being $1-1/s$. Since $E_f>E_0y_{\rm low}$ and $I_f<I_c$,

$$x_f>x_{\rm low}=-\lambda W_{-1}\!\left(-\frac{I_c}{G_0\lambda E_0y_{\rm low}}\right).$$

For the example $y_{\rm low}=0.616$. The current ratio is $G_0\lambda E_0y_{\rm low}/I_c\approx567$, with logarithm 6.34, so $s_{\rm low}=8.48$ and $x_{\rm low}=0.585$ nm. The integrated gap of 0.609 nm lies above it.

Q: You assumed that the tip had not already passed the field minimum. Is that not circular?

A: It can be settled by contradiction, provided $s_{\rm low}$ is real and larger than $s_m$. Suppose the tip reached $s_m$ during the pulse. Up to that instant $M$ was positive, so the time inequality applied, with a braking time no longer than the full $\tau$. The field at $s_m$ would then exceed $E_0y_{\rm low}$, and the same current argument would give $s_m>s_{\rm low}$. This contradicts the condition. Here $s_{\rm low}=8.48$ and $s_m\approx1$, so the guarantee holds. If the pulse ends before the field maximum, the gap is simply still wider than $\lambda s_p$.

Q: A bound is not a prediction. Can the final field be estimated without following the whole motion?

A: Yes, because $1/\sinh y$ gives most weight to the lowest fields, near the end of the pulse. Write $M=1-V_g/V-1/s$ and hold $x$ at $x_f$. Then $V_g/V=y/Y$ with $Y=V/(x_fE_0)$, and

$$M\approx M_f-\frac{y-y_f}{Y},\qquad \frac1M\approx\frac1{M_f}+\frac{y-y_f}{YM_f^2}.$$

Insert this in the time integral and extend the upper limit to infinity. The second term needs

$$\int_{y_f}^{\infty}\frac{y-y_f}{y\sinh y}\,dy=L(y_f)-y_fF(y_f),\qquad L(y)=\int_y^\infty\frac{du}{\sinh u}=-\ln\tanh\frac y2,$$

where $L$ follows from $d\ln\tanh(u/2)/du=1/\sinh u$. The result is

$$\tau\approx\frac{F(y_f)}{M_f}+\frac{L(y_f)-y_fF(y_f)}{YM_f^2}.$$

The divider gives $y_f$ for each trial $s_f$, which leaves one equation for $s_f$. The root just above $s_{\rm low}$ is the relevant one. Near $s_p$ the expression diverges because $M_f\to0$, and the expansion is invalid there. This divergence produces a second, spurious root close to $s_p$, and for very short braking times it leaves no root at all, so the estimate applies only once the tip is well past the field maximum.

To judge the accuracy, insert the integrated final state: $y_f=0.766$, $F=0.738$, $L=1.008$, $M_f=0.806$ and $Y=9.53$. The two terms are 0.915 and 0.071, in total 0.987. The actual $\tau$ is 1.031, so the estimate is 4% low relative to it; the first term alone would be 11% low. Solving for the gap gives 0.606 nm, which is 0.0025 nm below the integrated value.

Q: Now the practical question: what does ten times more compliance current do?

A: First keep $V$ and $E_f$ fixed. Then $\ln s+\ln(1+g)$ is constant. Since $g=(VG_0/I_c)e^{-s}$, we have $d\ln g=-d\ln I_c-ds$, and therefore

$$\frac{ds}{s}-\frac{g}{1+g}\left(d\ln I_c+ds\right)=0
\quad\Longrightarrow\quad
\frac{dx_f}{d\ln I_c}=-\lambda\,\frac{g/(1+g)}{M_f}.$$

For $g\gg1$ this tends to $-\lambda/(1-\lambda/x_f)$. In the example $g/(1+g)=0.920$, so the local slope per decade of current is $-0.0690\times2.303\times0.920/0.806=-0.181$ nm. At fixed pulse length the integrated slope is $-0.183$ nm. The small difference arises because the final field also changes slightly.

Whole decades show the same pattern for a 10 ms pulse:

| $I_c$ (nA) | Final gap (nm) | Lower bound (nm) | Gap voltage (mV) |
|---|---|---|---|
| 0.1 | 0.789 | 0.761 | 106 |
| 1 | 0.609 | 0.585 | 80 |
| 10 | 0.422 | 0.400 | 55 |

Q: The gap voltage changes by a factor of two. Would a rule that makes the gap resistance inversely proportional to the compliance current then be wrong?

A: In this model it is only approximate. Dividing each voltage by its gap gives fields of 1.35, 1.32 and $1.31\times10^8$ V/m. Over a hundredfold change of current, the field is nearly constant and the voltage is not. The gap resistance is

$$R_g=\frac{V_g}{I_f}=\frac{E_fx_f}{I_f},$$

so the shrinking gap lowers it further than $1/I_f$ alone. From 0.1 to 1 nA it falls from about $1.19\times10^9$ to $8.7\times10^7\ \Omega$, a factor of nearly 14. The extra factor comes from a growth law driven by field. If the speed depended on $V_g$ alone, the factor $x_f$ would not enter in this way.

Q: Could a longer pulse undo what the compliance achieved?

A: Yes, to a considerable extent. From $ds/d\tau=-\sinh y$,

$$\frac{dx_f}{d\ln\tau}=-\lambda\tau\sinh y_f .$$

Use the leading estimate $\tau\approx F(y_f)/M_f$ to see the limits. At high final field $F\sinh y\approx1/y$, so the creep is about $\lambda/(M_fy_f)$ per e-fold of braking time. At low final field $F\sinh y\to1$, and it approaches $\lambda/M_f$. At comparable $M_f$, the gap therefore creeps less when the pulse ends with $y_f$ well above one. This comparison needs $M_f$ not much below one; near the field maximum the leading estimate fails.

The example is not in that favourable regime, and at 1 V a shorter pulse would gain little: where $y=3$, $M$ is only about 0.5. Large $y_f$ together with $M_f$ near one needs a higher source voltage, and hence a still larger peak field. Its local creep is 0.138 nm per decade of braking time. Extending the pulse from 10 to 100 ms at 1 nA reduces the gap from 0.609 to 0.423 nm, almost the same change as raising the compliance tenfold. The voltage drops to 5.9 mV, which corresponds to $y_f\approx0.08$. A final gap quoted with a compliance current but no pulse length is therefore incomplete in this model.

Q: If it keeps creeping, when does it touch?

A: The equations give a time, though not a trustworthy account of contact. For small $I_c$, most of the time is spent where $g\gg1$ and $y\ll1$. There

$$y\approx\frac{I_c}{G_0\lambda E_0}\,\frac{e^s}{s},\qquad \frac1{\sinh y}\approx\frac1y\approx\frac{G_0\lambda E_0}{I_c}\,se^{-s}.$$

Since $\int_0^\infty se^{-s}ds=1$, the time to zero gap is

$$t_0=\frac{\lambda}{v_0}\int_0^{s_i}\frac{ds}{\sinh y}\approx\frac{G_0\lambda^2E_0}{v_0I_c}.$$

This requires $G_0\lambda E_0/I_c\gg1$; the ratio here is about 920. It also requires the time spent in the wide gaps, dropped when $1+g$ is replaced by $g$, to be negligible. Since $1/\sinh y<1/y$, that time is at most $E_0x_i^2/(2v_0V)$, which is small against $t_0$ when $RG_0\gg s_i^2/2$; here $7.75\times10^4$ stands against 340. At a much lower source voltage this second condition can fail even though the first holds. The formula and the full integral both give 6.36 s. The weight $se^{-s}$ peaks at $s=1$, however, so much of this time belongs to gaps of about 0.07 nm. What the calculation establishes is that these equations contain no permanent arrest. It does not predict when atoms make contact. The absence of arrest also depends on leaving out counter-voltages. If a constant $V_b$ opposed growth, so that the driving voltage were $V_g-V_b$, the tip would stop where $V_g=V_b$. For $V_b=50$ mV this means $g=19$ and a stationary gap $\lambda\ln(RG_0/19)=0.574$ nm.

Q: How large a compliance would you accept before abandoning the tunnelling picture?

A: Choose the smallest gap for which you still trust it, and use the current equation. As an illustration take 0.3 nm, so $s=4.35$, and keep the field found at 1 nA, which the table shows to be nearly independent of current. Then

$$I_f\approx7.05\times10^{-7}\ \mathrm A\times4.35\,e^{-4.35}\approx4\times10^{-8}\ \mathrm A .$$

For these parameters and a 10 ms pulse, the limit is about 40 nA. It is far below the 10.5 µA at which braking disappears, because a braking range can exist mathematically at gaps too small to be physical.

There is also a limitation at the other end. The final 80 mV is small compared with the 2 V equivalent of the barrier, so ohmic tunnelling is reasonable there. Early in braking the gap still carries most of the 1 V, and a nonlinear tunnelling current would alter the path. That correction is not calculated here. Image forces, which lower the barrier most in the smallest gaps, are also omitted. So is dielectric breakdown, although the field peaks near 1 V/nm, where many solid electrolytes could break down.

Capacitance across the gap sets a further limit, because the gap voltage cannot fall until the stored charge has drained. With 1 pF and this resistor, $RC=1$ ms, whereas a tip at 0.95 nm under a full 1 V would close the gap in less than 0.1 ms. The tip can then run through the braking range before the voltage drops. The gaps found here therefore require a sufficiently small parallel capacitance. The numerical output below gives the integrated values and estimates to more digits.

## Computed results

```
INPUTS
barrier height = 2.0 eV
hop length = 0.3 nm; charge number = 1
temperature = 300 K; speed v0 = 10.0 nm/s
source = 1.0 V; initial gap = 1.8 nm
pulse = 10.0 ms; compliance = 1.0 nA
SCALES
G0 = 77.481 microS; R = 1.000e+09 ohm
R*G0 = 77480.9; braking threshold = 7.389
lambda = 0.06901 nm; integrated = 0.06902 nm
E0 = 1.7235e+08 V/m; initial y = 3.223
FIELD MAXIMUM
gap there = 0.9529 nm; s = 13.808
y there = 5.648
time to it = 2.8868 ms
estimated time to it = 2.9168 ms
s at later field minimum = 1.000035
END OF PULSE
braking time = 7.1132 ms; tau = 1.0307
tau from final state: F/M = 0.9151; with first-order term = 0.9865
final gap = 0.6086 nm; s = 8.8196
Lambert gap = 0.6086 nm
lower bound = 0.5851 nm
estimated gap = 0.6061 nm
y final = 0.7656; y lower bound = 0.6158
F = 0.7379; L = 1.0075; M = 0.8063, all final
field = 1.3194e+08 V/m; gap voltage = 80.31 mV
current = 0.9197 nA; gap resistance = 8.7320e+07 ohm
SENSITIVITY
per current decade, integrated = -0.1828 nm
per current decade, formula = -0.1812 nm
same, strong-braking limit = -0.1792 nm
per braking-time decade, integrated = -0.1380 nm
per braking-time decade, formula = -0.1321 nm
COMPARISONS: final gap, lower bound, estimate, gap voltage
0.1 nA, 10 ms: 0.7889, 0.7614, 0.7845 nm; 106.32 mV
1.0 nA, 10 ms: 0.6086, 0.5851, 0.6061 nm; 80.31 mV
10.0 nA, 10 ms: 0.4221, 0.4003, 0.4212 nm; 55.25 mV
1.0 nA, 100 ms: 0.4232, 0.4079, 0.4243 nm; 5.91 mV
closure time without resistor = 2.9188 ms
model zero-gap time with resistor = 6.3625 s
its leading formula = 6.3596 s
```
